# Dipole decay of an atom in broadband squeezed vacuum

## Problem

A two-level atom has ground state \(|g\rangle\), excited state \(|e\rangle\), transition frequency \(\omega_0\) and spontaneous emission rate \(\Gamma\). Its lowering operator is \(s=|g\rangle\langle e|\). With \(\hbar=1\), in the frame rotating at \(\omega_0\) and in the rotating-wave approximation, it couples to the incoming field \(b(t)\) by

\[
H(t)=i\sqrt{\Gamma}\,\bigl[b^\dagger(t)\,s-s^\dagger b(t)\bigr],\qquad [b(t),b^\dagger(t')]=\delta(t-t').
\]

The field has zero mean and is squeezed about the carrier frequency \(\omega_0\):

\[
\langle b^\dagger(t)b(t')\rangle=N\delta(t-t'),\quad
\langle b(t)b^\dagger(t')\rangle=(N+1)\delta(t-t'),\quad
\langle b(t)b(t')\rangle=M\delta(t-t'),
\]

with \(M=|M|e^{i\varphi}\). The delta functions stand for narrow, real, even peaks: the squeezing bandwidth is much larger than \(\Gamma\), though small compared with \(\omega_0\). All field modes that the dipole couples to are squeezed in this way.

(a) How large can \(|M|\) be for given \(N\)?

(b) Derive the master equation of the atom.

(c) Find the dipole quadratures that decay independently, and their rates. When is a rate below its value in ordinary vacuum? How does the inversion relax?

(d) Which property of the field sets each dipole rate?

(e) What changes if only a fraction \(\eta\) of the emission rate goes into squeezed modes, or if the atom is detuned from the squeezing carrier?

(f) Evaluate the results for \(\Gamma=10^{-9}\) atomic units, \(N=0.25\) and the largest allowed \(M>0\). Examine a source of finite bandwidth.

## Solution

### (a) The bound on the correlation

Take one normalized mode \(b_f=\int f(t)b(t)\,dt\) with real \(f\) and \(\int f^2dt=1\). Then \(\langle b_f^\dagger b_f\rangle=N\) and \(\langle b_fb_f\rangle=M\). For any complex \(\lambda\), the operator \(C=b_f+\lambda b_f^\dagger\) satisfies

\[
0\le\langle C^\dagger C\rangle=N+\lambda M^*+\lambda^*M+|\lambda|^2(N+1).
\]

The choice \(\lambda=-M/(N+1)\) minimizes the right side and gives \(N-|M|^2/(N+1)\ge0\), so

\[
|M|^2\le N(N+1).
\]

Equality is reached by ideal squeezing, \(N=\sinh^2r\) and \(|M|=\sinh r\cosh r\).

### (b) The master equation

Let \(dB=\int_t^{t+dt}b(t')dt'\), with \(dt\) long compared with the field's correlation time and short compared with \(1/\Gamma\). The correlations give

\[
\langle dB^\dagger dB\rangle=N\,dt,\quad \langle dB\,dB^\dagger\rangle=(N+1)dt,\quad \langle dB\,dB\rangle=M\,dt,\quad \langle dB^\dagger dB^\dagger\rangle=M^*dt .
\]

The field arriving in \(dt\) is uncorrelated with what arrived before, so at time \(t\) the joint state is a product \(\rho\otimes\rho_F\). The integrated Hamiltonian gives \(-i\int H\,dt'=\sqrt\Gamma K\), where \(K=dB^\dagger s-dB\,s^\dagger\).

Time ordering could add a term containing the field average of \([H(t_1),H(t_2)]\). Its parts with two \(b\) or two \(b^\dagger\) contain \(s^2=0\) or \(s^{\dagger2}=0\). The remaining parts cancel in pairs because the correlation peaks are real and even. To order \(dt\) we may therefore use \(U=e^{\sqrt\Gamma K}\), with \(U^\dagger=e^{-\sqrt\Gamma K}\). The first-order term vanishes with the field mean, which leaves

\[
d\rho=\frac{\Gamma}{2}\,\mathrm{Tr}_F\bigl(K^2\rho\rho_F-2K\rho\rho_FK+\rho\rho_FK^2\bigr).
\]

Since \(s^2=0\), the average of \(K^2\) is

\[
\langle K^2\rangle=-\bigl[N\,ss^\dagger+(N+1)s^\dagger s\bigr]dt .
\]

In the middle term the trace reverses the order of the field operators, \(\mathrm{Tr}_F(A\rho_FB)=\langle BA\rangle\). Hence

\[
\mathrm{Tr}_F(K\rho\rho_FK)=\bigl[M^*s\rho s+M s^\dagger\rho s^\dagger-(N+1)s\rho s^\dagger-N s^\dagger\rho s\bigr]dt .
\]

With \(D[c]\rho=c\rho c^\dagger-\tfrac12(c^\dagger c\rho+\rho c^\dagger c)\), the sum is

\[
\dot\rho=\Gamma(N+1)D[s]\rho+\Gamma N D[s^\dagger]\rho-\Gamma M\,s^\dagger\rho s^\dagger-\Gamma M^*\,s\rho s .
\]

### (c) Quadratures and inversion

Multiply by \(s\) and take the trace, using \(s^2=0\), \(ss^\dagger s=s\) and \(s^\dagger ss^\dagger=s^\dagger\):

\[
\begin{aligned}
\mathrm{Tr}(sD[s]\rho)&=\langle s^\dagger s\,s\rangle-\tfrac12\langle ss^\dagger s+s^\dagger ss\rangle=-\tfrac12\langle s\rangle,\\
\mathrm{Tr}(sD[s^\dagger]\rho)&=\langle s\,s\,s^\dagger\rangle-\tfrac12\langle s\,ss^\dagger+ss^\dagger s\rangle=-\tfrac12\langle s\rangle,\\
\mathrm{Tr}(s\,s^\dagger\rho s^\dagger)&=\langle s^\dagger ss^\dagger\rangle=\langle s^\dagger\rangle,\qquad \mathrm{Tr}(s\,s\rho s)=0 .
\end{aligned}
\]

Therefore

\[
\frac{d\langle s\rangle}{dt}=-\Gamma\bigl(N+\tfrac12\bigr)\langle s\rangle-\Gamma M\langle s^\dagger\rangle .
\]

The field correlation couples the dipole to its own conjugate. For the quadrature \(X_\theta=se^{-i\theta}+s^\dagger e^{i\theta}\), this equation and its conjugate give

\[
\frac{d\langle X_\theta\rangle}{dt}=-\Gamma\bigl(N+\tfrac12\bigr)\langle X_\theta\rangle-\Gamma\bigl[Me^{-i\theta}\langle s^\dagger\rangle+M^*e^{i\theta}\langle s\rangle\bigr].
\]

The bracket must be a multiple of \(\langle X_\theta\rangle\).

- For \(\theta=\varphi/2\), \(Me^{-i\theta}=|M|e^{i\theta}\), and the bracket is \(+|M|\langle X_\theta\rangle\).
- For \(\theta=\varphi/2+\pi/2\), \(Me^{-i\theta}=-i|M|e^{i\varphi/2}=-|M|e^{i\theta}\), and the bracket is \(-|M|\langle X_\theta\rangle\).

The two decay rates are thus

\[
\gamma_{\rm fast}=\Gamma\bigl(N+\tfrac12+|M|\bigr),\qquad
\gamma_{\rm slow}=\Gamma\bigl(N+\tfrac12-|M|\bigr).
\]

For \(M>0\) the fast quadrature is \(\sigma_x=s+s^\dagger\) and the slow one is \(\sigma_y=i(s-s^\dagger)\).

In ordinary vacuum, \(N=M=0\), both rates are \(\Gamma/2\). In thermal light, \(M=0\), both are \(\Gamma(N+\tfrac12)\). The slow rate falls below \(\Gamma/2\) if and only if

\[
|M|>N .
\]

Unequal rates alone are not enough: for \(0<|M|\le N\) the two quadratures differ, but neither outlives its vacuum counterpart. Ideal squeezing with \(N>0\) meets the condition, because \(|M|^2-N^2=N\). Its rates follow from \(N+\tfrac12=\tfrac12\cosh2r\) and \(|M|=\tfrac12\sinh2r\):

\[
\gamma_{\rm fast}=\tfrac12\Gamma e^{2r},\qquad \gamma_{\rm slow}=\tfrac12\Gamma e^{-2r}.
\]

For the inversion \(\sigma_z=s^\dagger s-ss^\dagger\), the \(M\) terms drop out, since for example \(\mathrm{Tr}(s^\dagger s\,s^\dagger\rho s^\dagger)=\langle s^\dagger s^\dagger ss^\dagger\rangle=0\). The excited population obeys \(\dot p_e=-\Gamma(N+1)p_e+\Gamma Np_g\). Inserting \(p_{e,g}=(1\pm\langle\sigma_z\rangle)/2\) gives

\[
\frac{d\langle\sigma_z\rangle}{dt}=-\Gamma(2N+1)\langle\sigma_z\rangle-\Gamma .
\]

The slower dipole decay does not mean slower energy decay: the inversion rate is \(\gamma_{\rm fast}+\gamma_{\rm slow}\), which grows with \(N\). Moreover, by (a),

\[
\gamma_{\rm fast}\gamma_{\rm slow}=\Gamma^2\bigl[\tfrac14+N(N+1)-|M|^2\bigr]\ge\tfrac14\Gamma^2,
\]

so slowing one quadrature below \(\Gamma/2\) must speed up the other.

### (d) The noise behind each rate

Take \(M>0\) and define \(x=b+b^\dagger\), \(p=-i(b-b^\dagger)\). Then \(b=(x+ip)/2\) and \(s=(\sigma_x-i\sigma_y)/2\), and

\[
H=\frac{i\sqrt\Gamma}{4}\bigl[(x-ip)(\sigma_x-i\sigma_y)-(\sigma_x+i\sigma_y)(x+ip)\bigr]
=\frac{\sqrt\Gamma}{2}\,(x\sigma_y+p\,\sigma_x).
\]

The noise strengths, equal to 1 in vacuum, are

\[
S_x=2N+1+2M,\qquad S_p=2N+1-2M .
\]

Consider \(x\) and \(p\) first as classical noise. In time \(dt\), \(x\) turns the Bloch vector about the \(y\) axis by a random angle \(\alpha\) with \(\langle\alpha^2\rangle=\Gamma S_x\,dt\). On average this multiplies \(\langle\sigma_x\rangle\) by \(1-\tfrac12\Gamma S_x\,dt\) and leaves \(\langle\sigma_y\rangle\) alone. The noise in \(p\) turns the vector about the \(x\) axis and damps \(\langle\sigma_y\rangle\) in the same way. Hence

\[
\gamma_{\rm fast}=\tfrac12\Gamma S_x,\qquad \gamma_{\rm slow}=\tfrac12\Gamma S_p,
\]

in agreement with (c). The classical picture suffices for the dipole because the master equation can be split as

\[
\dot\rho=\Gamma\bigl(N+\tfrac12\bigr)\bigl(D[s]+D[s^\dagger]\bigr)\rho-\Gamma M(s^\dagger\rho s^\dagger+s\rho s)+\tfrac12\Gamma\bigl(D[s]-D[s^\dagger]\bigr)\rho .
\]

The first two terms are exactly the classical noise. Averaging the random rotations gives \(\tfrac14\Gamma S_x(\sigma_y\rho\sigma_y-\rho)+\tfrac14\Gamma S_p(\sigma_x\rho\sigma_x-\rho)\). Now \(\sigma_x\rho\sigma_x=s\rho s^\dagger+s^\dagger\rho s+s\rho s+s^\dagger\rho s^\dagger\) and \(\sigma_y\rho\sigma_y=s\rho s^\dagger+s^\dagger\rho s-s\rho s-s^\dagger\rho s^\dagger\). With \((S_x+S_p)/4=N+\tfrac12\), \((S_p-S_x)/4=-M\) and \((D[s]+D[s^\dagger])\rho=s\rho s^\dagger+s^\dagger\rho s-\rho\), this reproduces those two terms. The last term comes from the field commutator, the difference between \(N+1\) and \(N\). By the traces in (c), its effect on \(\langle s\rangle\) is \(\tfrac12\Gamma(-\tfrac12+\tfrac12)\langle s\rangle=0\). On the inversion it gives the constant pull \(-\Gamma\) towards the ground state. The condition \(M>N\) is the same as \(S_p<1\): one field quadrature must be quieter than vacuum.

### (e) Partial coverage and detuning

If a fraction \(\eta\) of the emission rate goes into squeezed modes and the rest into independent vacuum modes, the damping terms add:

\[
\gamma_{\rm slow}=\eta\Gamma\bigl(N+\tfrac12-|M|\bigr)+(1-\eta)\tfrac12\Gamma=\Gamma\bigl[\tfrac12-\eta(|M|-N)\bigr].
\]

Since \(\sqrt{N(N+1)}-N<\tfrac12\), this rate stays above \(\tfrac12(1-\eta)\Gamma\) however strong the squeezing. The unsqueezed modes set a floor.

For an atom detuned by \(\delta\) from the squeezing carrier, work in the carrier's frame. The extra Hamiltonian \(\delta s^\dagger s\) adds \(-i\delta\langle s\rangle\) to the dipole equation:

\[
\frac{d}{dt}\begin{pmatrix}\langle s\rangle\\ \langle s^\dagger\rangle\end{pmatrix}
=\begin{pmatrix}-\Gamma(N+\tfrac12)-i\delta&-\Gamma M\\-\Gamma M^*&-\Gamma(N+\tfrac12)+i\delta\end{pmatrix}
\begin{pmatrix}\langle s\rangle\\ \langle s^\dagger\rangle\end{pmatrix}.
\]

For \(|\delta|<\Gamma|M|\) its eigenvalues give the decay rates

\[
\Gamma\bigl(N+\tfrac12\bigr)\pm\sqrt{\Gamma^2|M|^2-\delta^2}.
\]

When \(|M|>N\), the smaller one lies below \(\Gamma/2\) as long as the root exceeds \(\Gamma N\), that is, for \(|\delta|<\Gamma\sqrt{|M|^2-N^2}\). For ideal squeezing this limit is \(\Gamma\sqrt N\). For \(|\delta|>\Gamma|M|\) the root is imaginary, and both modes decay at \(\Gamma(N+\tfrac12)\).

### (f) Numbers

The largest correlation is \(M=\sqrt{0.25\times1.25}=0.559\), so

\[
\gamma_{\rm fast}=(0.75+0.559)\Gamma=1.309\,\Gamma,\qquad
\gamma_{\rm slow}=(0.75-0.559)\Gamma=0.191\,\Gamma .
\]

The noise strengths are \(S_x=2.618\) and \(S_p=0.382\). The vacuum dipole lifetime \(2/\Gamma\) is 48.4 ns. Division by these strengths gives 18.5 ns for the fast quadrature and 126.7 ns for the slow one. At \(t=2/\Gamma\) the remaining fractions are \(e^{-2.618}=0.073\) and \(e^{-0.382}=0.6825\), against \(e^{-1}=0.368\) in vacuum. Meanwhile the inversion relaxes at \(1.5\,\Gamma\), faster than in vacuum.

The rates were also computed without the master equation, by letting the atom meet a stream of fresh squeezed oscillator modes through unitary steps and tracing out each mode. The numerical output shows agreement to the printed digits.

A squeezed thermal field with \(N=0.3649\) and \(M=0.3286\) has \(M<N\). Its slower rate is \((0.8649-0.3286)\Gamma=0.536\,\Gamma\), above the vacuum value.

For the ideal field with half coverage, the slow rate is \([0.5-0.5(0.559-0.25)]\Gamma=0.3455\,\Gamma\). With full coverage and \(\delta=0.3\,\Gamma\), it is \((0.75-\sqrt{0.3125-0.09})\Gamma=0.278\,\Gamma\). The slowing is lost at \(|\delta|=0.5\,\Gamma\).

For finite bandwidth, let the output of a degenerate parametric oscillator with cavity decay rate \(\kappa\) drive the atom, with the same squeezing at line centre. At long times the slow rate is then \(0.225\,\Gamma\), \(0.195\,\Gamma\) and \(0.191\,\Gamma\) for \(\kappa/\Gamma=10\), 100 and 1000. Relative to the broadband value, the first is about 18 % too high and the second about 2 %. In these three cases the excess falls roughly as \(\Gamma/\kappa\). Take \(\kappa=10\,\Gamma\) and an atom prepared at \(t=0\) uncorrelated with the steadily running source. The slow quadrature starts to decay at the vacuum rate \(\Gamma/2\), because over times much shorter than \(1/\kappa\) the field correlations have had little effect. The instantaneous rate has fallen to about \(0.36\,\Gamma\) at \(t=1/\kappa\) and \(0.23\,\Gamma\) at \(t=5/\kappa\). It settles to \(0.225\,\Gamma\) only after several times \(1/\kappa\). This long-time rate is still well below \(\Gamma/2\), but the white-noise formula is no longer accurate.

## Computed results

```
Gamma = 1.0e-09 atomic units
N = 0.2500 (dimensionless)
M, ideal squeezing = 0.5590 (dimensionless)
squeezing parameter r = 0.4812 (dimensionless)
noise strength S_x = 2.6180 (vacuum = 1)
noise strength S_p = 0.3820 (vacuum = 1)
fast dipole rate, formula = 1.3090 Gamma
fast dipole rate, collisions = 1.3090 Gamma
slow dipole rate, formula = 0.1910 Gamma
slow dipole rate, collisions = 0.1910 Gamma
vacuum dipole rate, collisions = 0.5000 Gamma
inversion rate, collisions = 1.5000 Gamma
slow rate / vacuum rate = 0.3820
fast dipole lifetime = 18.48 ns
vacuum dipole lifetime = 48.38 ns
slow dipole lifetime = 126.65 ns
time for remaining fractions = 2.0 /Gamma
fraction left, fast = 0.0729
fraction left, vacuum = 0.3679
fraction left, slow = 0.6825
thermal squeezed case: r = 0.2, thermal number = 0.3
  N = 0.3649, M = 0.3286 (dimensionless)
  slower dipole rate, formula = 0.5363 Gamma
  slower dipole rate, collisions = 0.5363 Gamma
squeezed fraction eta = 0.50
  slow rate, formula = 0.3455 Gamma
  slow rate, collisions = 0.3455 Gamma
detuning example = 0.30 Gamma
  slow rate = 0.2783 Gamma
largest detuning with slowing = 0.5000 Gamma
parametric-oscillator source, cavity decay rate kappa:
  kappa = 10 Gamma: slow rate = 0.2246 Gamma
  kappa = 100 Gamma: slow rate = 0.1949 Gamma
  kappa = 1000 Gamma: slow rate = 0.1914 Gamma
  fast rate at largest kappa = 1.3084 Gamma
```
